\section*{Deriving the cumulant Green's function, and what its approximations cost, part 2}

We study the spectrum of a hole in an interacting electron system, in Hartree atomic units at zero temperature. Here $1=(\mathbf r_1,t_1)$, $t^+=t+0^+$, $v$ is the Coulomb interaction, $\hat n=\hat\psi^\dagger\hat\psi$, $\delta\hat n=\hat n-\langle\hat n\rangle$, and $\mathcal T$ orders times. A fictitious potential $\varphi$ defines
\begin{equation}
G(12;[\varphi])=-i\,\frac{\langle\mathcal T\hat S\,\hat\psi(1)\hat\psi^\dagger(2)\rangle}{\langle\mathcal T\hat S\rangle},\qquad \hat S=\exp\Big[-i\int d3\,\varphi(3)\hat n(3)\Big].
\label{eq:defG}
\end{equation}
For a hole, $T=t_2-t_1>0$. At $\varphi=0$, with ground state $|0\rangle$ of energy $E_0$,
\begin{equation}
G_{ij}=i\langle 0|\hat c_j^\dagger\,e^{-i(\hat H-E_0)T}\hat c_i|0\rangle,\qquad G_{ii}=i\int d\omega\,A_i(\omega)\,e^{i\omega T},
\label{eq:hole}
\end{equation}
so a factor $e^{iET}$ means a peak at $E$. The real orbitals $\psi_i$ have Hartree eigenvalues $\varepsilon_i^H$. The density responses are
\begin{equation}
\chi(53)=-i\langle\mathcal T\delta\hat n(5)\delta\hat n(3)\rangle,\qquad \chi^{(2)}(536)=(-i)^2\langle\mathcal T\delta\hat n(5)\delta\hat n(3)\delta\hat n(6)\rangle .
\label{eq:chi}
\end{equation}
The screened interaction is $W=v\epsilon^{-1}=v+W_p$, $W_p=v\chi v$, and $\bar\varphi$ is $\varphi$ plus the Hartree potential it induces. $G_H[\bar\varphi]$ is $G$ without the $W$ term.

Approximation (A) keeps the Hartree response linear in $\varphi$, which freezes $W$ at $\varphi=0$. With $W_{ik,mn}(t)=\iint\psi_i\psi_k(\mathbf r)W(\mathbf r,\mathbf r',t)\psi_m\psi_n(\mathbf r')$, and $v_{ik,mn}$ likewise, the linearized equation is
\begin{multline}
(i\partial_{t_1}-\varepsilon_i^H)G_{ij}-\sum_k\bar\varphi_{ik}(t_1)G_{kj}\\=\delta_{ij}\delta(t_1-t_2)+i\sum_{k,mn}\int dt_4\,W_{ik,mn}(t_1^+-t_4)\frac{\delta G_{kj}}{\delta\bar\varphi_{mn}(t_4)} .
\label{eq:matrix}
\end{multline}
Approximation (B) sets $G_{ij}[\bar\varphi]=\delta_{ij}G_{ii}[\bar\varphi_{ii}]$, exact for conserved occupation. Then, dropping $i$,
\begin{equation}
\frac{\delta G(t_1t_2)}{\delta\bar\varphi(t_4)}=iG(t_1t_2)\ \text{ for } t_1<t_4<t_2,\qquad 0\ \text{ otherwise}.
\label{eq:window}
\end{equation}
The interaction enters the exponent of $G$ as
\begin{equation}
C_{\rm tot}=-i\int_{t_1}^{t_2}dt'\int_{t'}^{t_2}dt''\,W(t'^+-t'').
\label{eq:Ctot}
\end{equation}
At $\bar\varphi=0$, with $C$ the $W_p$ part,
\begin{equation}
G_{ii}=i\,e^{i\varepsilon T+C(T)},\qquad \varepsilon=\varepsilon_i^H-v_{ii,ii},
\label{eq:result}
\end{equation}
Let $\hat V_i=\iint\psi_i^2(\mathbf r)\,\delta\hat n(\mathbf r')/|\mathbf r-\mathbf r'|$ and let $B\ge0$ be its excitation spectrum:
\begin{equation}
W_p(\omega)=\int d\omega'B(\omega')\Big[\frac{1}{\omega-\omega'+i\eta}-\frac{1}{\omega+\omega'-i\eta}\Big].
\label{eq:Ww}
\end{equation}
\begin{equation}
C(T)=\int_0^\infty d\omega\,B(\omega)\frac{e^{-i\omega T}+i\omega T-1}{\omega^2}.
\label{eq:C}
\end{equation}
The main peak has weight $Z=e^{-a}$, $a=\int B/\omega^2$, and shift $\Delta=\int B/\omega$. A single mode, $B=g^2\delta(\omega-\omega_0)$, has $a=g^2/\omega_0^2$, $\Delta=a\omega_0$ and
\begin{equation}
A(\omega)=\sum_{n=0}^\infty\frac{e^{-a}a^n}{n!}\,\delta(\omega-\varepsilon-\Delta+n\omega_0).
\label{eq:poisson}
\end{equation}

\section*{(g) Worked example}

\emph{Evaluate $v_{ii,ii}$, $a$ and $\Delta$ for an orbital $\psi^2=(\zeta^3/\pi)e^{-2\zeta r}$ with $\zeta=5$ bohr$^{-1}$ in an electron gas with $r_s=2.19$ bohr, using a plasmon pole with $\omega_q^2=\omega_p^2+k_F^2q^2/3+q^4/4$. All three are chosen inputs.}

\paragraph{Solution.} The gas has $k_F=(9\pi/4)^{1/3}/2.19=0.8763$ bohr$^{-1}$ and $\omega_p=\sqrt{4\pi n}=\sqrt{3/2.19^3}=0.5344$ Ha $=14.54$ eV, with 1 Ha $=27.2114$ eV. The transform $\int e^{-\alpha r}e^{i\mathbf q\cdot\mathbf r}d^3r=8\pi\alpha/(\alpha^2+q^2)^2$ with $\alpha=2\zeta$ gives the form factor $\rho(q)=(1+q^2/4\zeta^2)^{-2}$. The Coulomb measure is $\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}=\frac2\pi\int_0^\infty dq$. With $q=2\zeta\tan\theta$,
\begin{equation}
v_{ii,ii}=\frac2\pi\int_0^\infty\rho^2dq=\frac{4\zeta}{\pi}\int_0^{\pi/2}\cos^6\theta\,d\theta=\frac{4\zeta}{\pi}\cdot\frac{5\pi}{32}=\frac{5\zeta}{8}=3.1250\ \text{Ha}.
\end{equation}
The plasmon pole is $\epsilon^{-1}-1=\omega_p^2/(\omega^2-\omega_q^2)=(\omega_p^2/2\omega_q)[(\omega-\omega_q)^{-1}-(\omega+\omega_q)^{-1}]$. Comparison with (\ref{eq:Ww}) gives
\begin{align}
B(\omega)&=\frac{\omega_p^2}{\pi}\int_0^\infty dq\,\frac{\rho^2(q)}{\omega_q}\,\delta(\omega-\omega_q),\\
a&=\frac{\omega_p^2}{\pi}\int_0^\infty dq\,\frac{\rho^2}{\omega_q^3},\qquad \Delta=\frac{\omega_p^2}{\pi}\int_0^\infty dq\,\frac{\rho^2}{\omega_q^2}.
\end{align}
Adaptive quadrature gives $a=0.4328$ and $\Delta=0.2909$ Ha $=7.91$ eV, so $Z=e^{-0.4328}=0.6487$. This $Z$ is finite only because the model has no low-energy pairs.

A single mode with the same $a$ and $\Delta$ has $\omega_0=\Delta/a=0.2909/0.4328=0.6721$ Ha $=18.29$ eV and $g^2=a\omega_0^2=0.4328\times0.6721^2=0.1955$ Ha$^2$, $g=0.4422$ Ha. The frequency $\omega_0$ is the mean of $\omega$ over the satellite weight $B/\omega^2$; it exceeds $\omega_p$ because a localized hole couples to modes with finite $q$. With the energy zero at $\varepsilon$, used from here on, (\ref{eq:poisson}) gives weight $0.6487$ at $7.91$ eV, $0.6487\times0.4328=0.2807$ at $-10.37$ eV, $0.6487\times0.4328^2/2=0.0607$ at $-28.66$ eV and $0.6487\times0.4328^3/6=0.0088$ at $-46.95$ eV; last digits come from unrounded values. Numerical diagonalization of the hole Hamiltonian $\omega_0b^\dagger b-g(b+b^\dagger)$ with 30 boson states reproduces these positions and weights.

At $T=3$ Ha$^{-1}$ a direct Gauss--Legendre evaluation of the double time integral (\ref{eq:Ctot}), for the dispersive $W_p$ with $q<8$ bohr$^{-1}$, agrees with (\ref{eq:C}) and gives $C=-0.54418+0.50880\,i$. The single mode gives $-0.61927+0.48211\,i$. Removing the cutoff in $q$ raises the imaginary part of the dispersive value by $4\times10^{-5}$, to $0.50884$. Up to this the two share the constant and the linear term, and they differ in the oscillating one, where the spread of $\omega_q$ dephases the modes. In the spectrum this spread turns the first satellite into an asymmetric band. Its sharp edge and maximum lie at $\omega_p=14.54$ eV below the main peak, because $d\omega_q/dq$ vanishes at $q=0$; the single-mode distance $\omega_0=18.29$ eV is only the mean. This holds without broadening: about half of the weight lies within 1 eV of the edge, and a Gaussian broadening with standard deviation 1 eV moves the maximum to about $15.1$ eV.

\section*{(h) Comparison with $GW$}

\emph{Show what $GW$ does to (\ref{eq:window}) and find the $G_0W_0$ spectrum of the single-mode problem.}

\paragraph{Solution.} From $G^{-1}=G_H^{-1}-\Sigma$ and $\delta G=-G\,\delta G^{-1}G$, one has $\delta G/\delta\bar\varphi=GG+G(\delta\Sigma/\delta\bar\varphi)G$. The $GW$ approximation drops the last term, so $\delta G(t_1t_2)/\delta\bar\varphi(t_4)\approx G(t_1t_4)G(t_4t_2)$. With $s=t_4-t_1$ and (\ref{eq:result}), this product is $-e^{i\varepsilon T}e^{C(s)+C(T-s)}$, while the true derivative is $iG=-e^{i\varepsilon T}e^{C(T)}$. For one mode the linear terms cancel in the ratio, and
\begin{equation}
\frac{GG}{iG}=\exp\big[a(e^{-i\omega_0s}+e^{-i\omega_0(T-s)}-e^{-i\omega_0T}-1)\big]=\exp\big[-a(1-e^{-i\omega_0s})(1-e^{-i\omega_0(T-s)})\big].
\end{equation}
The ratio is 1 only for $a=0$ or at special times. The factorization assumes that the bosons emitted before $t_4$ are absorbed before $t_4$. At $s=T/2$, $T=3$ Ha$^{-1}$ the ratio is $1.1687-0.4155\,i$, of modulus $1.2404$; the same value is found when the derivative is computed by a finite difference, from a short potential pulse inserted in the exact propagation.

Let $G_0=i\theta(T)e^{i\varepsilon T}$, whose transform in $t_1-t_2=-T$ is $i\int_0^\infty e^{-i(\omega-\varepsilon-i\eta)T}dT=1/(\omega-\varepsilon-i\eta)$. Then $\Sigma_c=iG_0W_p=i\cdot i(-i)\theta(T)\int B\,e^{i(\varepsilon-\omega')T}$, a sum of hole propagators at $\varepsilon-\omega'$:
\begin{equation}
\Sigma_c(\omega)=\int d\omega'\frac{B(\omega')}{\omega-\varepsilon+\omega'-i\eta},\qquad \frac1\pi{\rm Im}\,\Sigma_c(\varepsilon-\omega)=B(\omega).
\label{eq:sigma}
\end{equation}
To first order the two methods agree. In $G_0\Sigma_cG_0$ the times obey $t_1<t_3<t_4<t_2$, and
\begin{equation}
G_0\Sigma_cG_0=i\cdot i\cdot i\,e^{i\varepsilon T}\int d\omega B(\omega)\int_0^T(T-s)e^{-i\omega s}ds=G_0\,C .
\label{eq:first}
\end{equation}
They differ in the resummation. Dyson's equation gives, with $x=\omega-\varepsilon$, $G=(x+\omega_0)/[x(x+\omega_0)-g^2]$. The poles are $x_\pm=(-\omega_0\pm R)/2$ with $R=\sqrt{\omega_0^2+4g^2}=\omega_0\sqrt{1+4a}$, and the residues are $(x_\pm+\omega_0)/(x_\pm-x_\mp)=\frac12(1\pm\omega_0/R)$. Here $R/\omega_0=\sqrt{1+4\times0.4328}=1.6526$ and $R=30.23$ eV, so $x_+=(-18.29+30.23)/2=5.97$ eV with weight $\frac12(1+1/1.6526)=0.8026$, and $x_-=-24.26$ eV with weight $0.1974$. The pole condition is the secular equation of the matrix $\begin{pmatrix}0&-g\\-g&\omega_0\end{pmatrix}$ at eigenvalue $-x$, which is the hole Hamiltonian cut off at one boson. There is one satellite in place of a series, and its distance from the main peak is $30.23$ eV in place of $18.29$ eV.

\section*{(i) The cost of (A)}

\emph{For an orbital with conserved occupation, so that (B) is exact, find the first term missing from (\ref{eq:C}), and evaluate it for an environment of $N$ independent two-level systems.}

\paragraph{Solution.} Removing the electron changes the Hamiltonian of the other electrons by $-\iint\psi_i^2v\,\hat n$. Its average is part of $\varepsilon$ and its fluctuation is $\hat V=-\hat V_i$. Equation (\ref{eq:hole}) in the interaction picture becomes $G=ie^{i\varepsilon T}\langle\mathcal T\exp[-i\int_0^T\hat V]\rangle$. Because $\langle\hat V\rangle=0$, the second and third orders of the logarithm equal those of the average:
\begin{equation}
C_2=(-i)^2\!\!\int\limits_{t>t'}\!\langle\hat V(t)\hat V(t')\rangle,\qquad C_3=(-i)^3\!\!\!\int\limits_{t>t'>t''}\!\!\!\langle\hat V(t)\hat V(t')\hat V(t'')\rangle .
\end{equation}
Since $\langle\hat V(t)\hat V(t')\rangle=\int B\,e^{-i\omega(t-t')}$, $C_2$ is (\ref{eq:C}). By (\ref{eq:chi}) the integrand of $C_3$ is $i\chi^{(2)}$ contracted with three factors $v\psi_i^2$. Approximation (A) cuts the exact cumulant series after second order.

In the model each system has levels $0$ and $\omega_0$, and the hole adds $\hat V=\gamma\sigma_x+\kappa P_e$, where $\sigma_x$ flips the state and $P_e$ projects on the upper one. The term $\kappa$ says that the charge of the excited state feels the hole differently. Put $\gamma=g/\sqrt N$ and $\kappa=d/\sqrt N$. The average factorizes, so the logarithms add, and $NC_2$ is the single-mode $C$ for every $N$. In $C_3$ the operators at $t''$ and $t$ must be $\gamma\sigma_x$, because $P_e$ annihilates the ground state. Between them the system is excited, so the middle operator contributes $\kappa$, and the phase is $e^{-i\omega_0s}$ with $s=t-t''$. The integral over $t'$ gives $s$, the position of the pair gives $T-s$, and $(-i)^3=i$:
\begin{equation}
NC_3=\frac{i g^2d}{\sqrt N}\int_0^Ts(T-s)e^{-i\omega_0s}ds .
\end{equation}
For the chosen $d=0.2$ Ha and $T=3$ Ha$^{-1}$, quadrature gives $\sqrt N\,NC_3=0.13424+0.08465\,i$. Exact diagonalization of the $2\times2$ problem at $N=10^6$ gives $0.13426+0.08484\,i$ for $\sqrt N$ times the excess of the exact exponent over $C$.

The link to the nonlinear response can be seen statically. Scale $\hat V\to\lambda\hat V$. The ground energy is $E=-\lambda^2\gamma^2/(\omega_0+\lambda\kappa)+O(\lambda^4)=-\lambda^2\gamma^2/\omega_0+\lambda^3\gamma^2\kappa/\omega_0^2+\dots$ The Hellmann--Feynman theorem gives $\langle\hat V\rangle=dE/d\lambda$, so $d^2\langle\hat V\rangle/d\lambda^2=6\gamma^2\kappa/\omega_0^2$ at $\lambda=0$. For $N=1$ this is $6\times0.1955\times0.2/0.6721^2=0.5193$ Ha, and a finite difference gives $0.51930$ Ha.

A vanishing $\chi^{(2)}$ does not make (A) exact. For $d=0$ the next term is of order $N\gamma^4=g^4/N$; the computed excess has modulus $2.132\times10^{-4}$ at $N=10^3$ and $2.132\times10^{-5}$ at $N=10^4$. The weight of the main peak per system is then, by the residue formula of part (h), $z=\frac12[1+(1+4y)^{-1/2}]=1-y+3y^2+\dots$ with $y=a/N$, so $N\ln z=-a+5a^2/2N+\dots$ The exact weights $Z=z^N$, to be compared with $0.6487$, are
\begin{center}
\begin{tabular}{ccc}
$N$ & $d=0$ & $d=0.2$ Ha\\
1 & 0.8026 & 0.8511\\
4 & 0.7093 & 0.7607\\
16 & 0.6666 & 0.7016\\
256 & 0.6499 & 0.6601
\end{tabular}
\end{center}
The second column approaches the limit as $1/N$ and the third as $N^{-1/2}$. Large $N$ describes many independent transitions, each weakly perturbed by the hole, which together act on it as one boson mode. If the coupling falls off with distance as $1/r^2$, as between a point charge and a dipole, the sum of its squares over a three-dimensional solid converges. The remainder beyond a radius $R$ falls only as $1/R$, but the effective $N$ saturates and does not grow with the size of the system. For identical transitions on a simple cubic lattice the six nearest carry $36\%$ of the sum, and $(\sum\gamma^2)^2/\sum\gamma^4$ tends to about 39. The model does not say how large $N$ is for a plasmon, whose transitions interact with each other. The entry $0.8026$ at $N=1$, $d=0$ equals the $G_0W_0$ weight, because the $2\times2$ matrix is the one of part (h) up to the sign of $g$. For an environment with a single excitation that cannot be excited twice, the multiple satellites of (\ref{eq:poisson}) are spurious. If also $d=0$, $G_0W_0$ is exact; for $d\ne0$ it is not, since $B$ does not contain $\kappa$ and the $G_0W_0$ weight stays $0.8026$ against the exact $0.8511$. Whether the cumulant or Dyson's equation gives the better weight depends on both $N$ and $d$. The exact weight is closer to $0.6487$ than to $0.8026$ from $N=3$ on at $d=0$, but only from $N=9$ on at $d=0.2$ Ha; in the table this shows first at $N=4$ and $N=16$. The sign of $d$ matters too: for $d=-0.3$ Ha the exact weight at $N=1$ is $0.6939$, closer to the cumulant although the excitation is not bosonic.

\section*{(j) The cost of (B), and the cumulant built from the $GW$ self-energy}

\emph{Show that (\ref{eq:C}) vanishes for an extended orbital. In a model for which the linearized equation is exact, compare (B) with the replacement $B(\omega)\to{\rm Im}\,\Sigma^{GW}_{ii}(\varepsilon-\omega)/\pi$.}

\paragraph{Solution.} For small $\zeta$ the factor $\rho^2$ restricts $q$ to values of order $\zeta$, where $\omega_q\to\omega_p$. Then $a\to(\pi\omega_p)^{-1}\int\rho^2dq=v_{ii,ii}/2\omega_p=5\zeta/16\omega_p$. The computed pairs $(a,\ v_{ii,ii}/2\omega_p)$ are $(0.23674,\,0.29237)$ at $\zeta=0.5$, $(0.02916,\,0.02924)$ at $\zeta=0.05$ and $(0.00292,\,0.00292)$ at $\zeta=0.005$ bohr$^{-1}$. An orbital spread over a length $L$ in all three directions has $a\propto1/L$. For a band state of a crystal the literal result of (B) is therefore no satellite at all: the density $\psi_i^2$ is normalized over the whole crystal, so $W_{ii,ii}$ vanishes as the crystal grows, and the weight sits in the discarded sum over $W_{ik,ki}$.

The model has all levels filled and one boson: $\hat H=\sum_i\varepsilon_i\hat c_i^\dagger\hat c_i+\omega_0b^\dagger b+\sum_{kl}g_{kl}(\hat c_k^\dagger\hat c_l-\delta_{kl})(b+b^\dagger)$, with $g_{kl}$ real and symmetric. In the filled state $|F\rangle$, $\hat c_k^\dagger\hat c_l|F\rangle=\delta_{kl}|F\rangle$, so the ground state is $|F\rangle$ without bosons. For hole states $|i\rangle=\hat c_i|F\rangle$, $\langle a|\hat c_k^\dagger\hat c_l|b\rangle=\delta_{ab}\delta_{kl}-\delta_{al}\delta_{kb}$, so relative to $E_0$ the hole Hamiltonian is $H_h=-\varepsilon+\omega_0b^\dagger b-\mathsf g(b+b^\dagger)$, with $\varepsilon$ the diagonal matrix and $\mathsf g$ the matrix $g_{kl}$. With $U(T)=e^{-iH_hT}$, $G_{ij}=i\langle j0|U(T)|i0\rangle$. Since $\partial_{t_1}=-\partial_T$, $i\partial_{t_1}U=-UH_h$, and $H_h|i0\rangle=-\varepsilon_i|i0\rangle-\sum_kg_{ki}b^\dagger|k0\rangle$, so
\begin{equation}
(i\partial_{t_1}-\varepsilon_i)G_{ij}=i\sum_kg_{ik}\langle j0|U(T)b^\dagger|k0\rangle .
\end{equation}
From $[H_h,b^\dagger]=\omega_0b^\dagger-\mathsf g$ it follows that $\frac{d}{ds}[e^{-i\omega_0s}U(T-s)b^\dagger U(s)]=-ie^{-i\omega_0s}U(T-s)\mathsf gU(s)$. Integrating over $0<s<T$ and using $\langle0|b^\dagger=0$ at the upper limit,
\begin{equation}
\langle j0|U(T)b^\dagger|k0\rangle=i\int_0^Tds\,e^{-i\omega_0s}\langle j0|U(T-s)\,\mathsf g\,U(s)|k0\rangle .
\end{equation}
A potential $\bar\varphi_{mn}(t)=\phi(t)g_{mn}$ adds $-\phi\,\mathsf g$ to $H_h$ (its trace cancels against the denominator of (\ref{eq:defG})), so $\delta G_{kj}/\delta\phi(t_4)=i\langle j0|U(T-s)\,i\mathsf g\,U(s)|k0\rangle$ with $s=t_4-t_1$. Combining the last three relations,
\begin{equation}
(i\partial_{t_1}-\varepsilon_i)G_{ij}=i\sum_kg_{ik}\int dt_4\,\big(-ie^{-i\omega_0|t_1-t_4|}\big)\frac{\delta G_{kj}}{\delta\phi(t_4)},
\end{equation}
which is (\ref{eq:matrix}) with $W_{ik,mn}(t)=-ig_{ik}g_{mn}e^{-i\omega_0|t|}$, because $\delta/\delta\phi=\sum g_{mn}\,\delta/\delta\bar\varphi_{mn}$. The model thus isolates (B). As a numerical check, for levels $0$ and $-\delta$ with the chosen $\delta=0.3$ Ha, $g_{11}=g$, $g_{12}=0.5g$, $g_{22}=0.8g$ and $T=3$ Ha$^{-1}$, both sides were computed by finite differences in $T$ and in the pulse strength; the largest element is $0.2152$ Ha and the residual $10^{-10}$ Ha.

Now define step (D). Keep the exponential form $G_{ii}=G_0e^{C}$ and fix $C$ by the first order in $W_p$ of the full equation (\ref{eq:matrix}), which includes $k\neq i$. The bare part of $W$ gives the static exchange shift $-\sum_{k\ \rm occ}v_{ik,ki}$, which is absorbed in $\varepsilon_i$. For occupied $k$, repeating (\ref{eq:sigma}) and (\ref{eq:first}) with $G_{0,kk}$ as the inner line and $B_{ik}$ the spectral function of $W_{ik,ki}$ changes the phase in the inner interval to $e^{-i(\omega'+\varepsilon_i-\varepsilon_k)s}$. The result is (\ref{eq:C}) with
\begin{equation}
B(\omega)\to\sum_{k\ \rm occ}B_{ik}(\omega-\varepsilon_i+\varepsilon_k)=\frac1\pi{\rm Im}\,\Sigma^{GW}_{ii}(\varepsilon_i-\omega),
\end{equation}
where the self-energy is taken below the chemical potential, and the integral now includes $\omega\le0$ if the hole can decay. The kernel is finite at $\omega=0$, and since $(1-\cos\omega T)/\omega^2\to\pi T\delta(\omega)$ at long times, ${\rm Re}\,C\to-\pi B(0)T$, a lifetime that (B) cannot produce. Empty states $k$ enter with the opposite time order and are not covered by this formula. Step (D) is an ansatz matched at first order. It does not follow from (B), although for a conserved level the two coincide by (\ref{eq:sigma}).

Take $\mathsf g=g\sigma_x$, levels $\varepsilon_1=0$, $\varepsilon_2=-\delta$, and the hole in level 1. Then $W_{11,11}=0$, and (B) gives $Z=1$ and no shift. Step (D) gives a single mode at $\omega'=\omega_0+\delta$, with $Z=e^{-g^2/\omega'^2}$ and shift $g^2/\omega'$.

For $\delta=0$, $\sigma_x$ commutes with $H_h$. The state $|1\rangle$ is an equal mixture of the eigenstates of $\sigma_x$, each of which is a conserved level with coupling $\pm g$. Since $C$ depends on $g^2$, both give $e^{C}$, and (D) is exact. Diagonalization confirms $Z=0.6487$, summed over the two degenerate lowest states, and the shift $7.91$ eV. This is the limit without recoil: the orbital changes and its energy does not.

For $\delta\ne0$, odd orders in $g$ vanish because the boson vacuum is reached again only after an even number of steps, and the second order is matched by construction, so the error is $O(g^4)$. At weak coupling the computed error in $\ln G_{11}$ at $T=3$ Ha$^{-1}$ falls by the factor $16.00$ when $g$ is halved; at full coupling it is $0.0650$. The fourth-order energy shows its origin. The path is $|1,0\rangle\to|2,1\rangle\to|1,2\rangle$, with matrix elements $g$ and $\sqrt2g$ and excitation energies $\omega'$ and $2\omega_0$. Rayleigh--Schr\"odinger theory gives $E_2=-g^2/\omega'$ and
\begin{equation}
E_4=-\frac{g^2\cdot2g^2}{\omega'^2\cdot2\omega_0}-E_2\frac{g^2}{\omega'^2}=-\frac{g^4}{\omega'^2}\Big(\frac1{\omega_0}-\frac1{\omega'}\Big)=-\frac{g^4\delta}{\omega_0\omega'^3}.
\end{equation}
The shift is $-E$, so to this order the true shift exceeds that of (D) for $\delta>0$ and falls short of it for $-\omega_0<\delta<0$. The exponential assigns the energy $2\omega'$ to two bosons, which would make $E_4$ vanish, whereas after the second emission the hole is back in level 1 and the energy is $2\omega_0$. For $\delta=0.3$ Ha, (D) gives the shift $0.1955/(0.6721+0.3)$ Ha $=5.47$ eV and $Z=\exp[-0.1955/(0.6721+0.3)^2]=0.8131$. Diagonalization gives $5.97$ eV and $0.7631$. The difference of about $0.5$ eV is what $-E_4$ gives with these parameters. That the exact shift equals the $G_0W_0$ value of part (h) to the digits shown is an accident of this $\delta$; it runs from $7.91$ eV at $\delta=0$ toward zero at large $\delta$. The relative size of the correction, $E_4/E_2=g^2\delta/\omega_0\omega'^2$, equals $a\,\omega_0\delta/(\omega_0+\delta)^2$. For $\delta>0$ it is largest, $a/4$, at $\delta=\omega_0$, and it is small for weak coupling or for a recoil energy much smaller or much larger than the boson energy. This estimate concerns the shift in the two-level model; band states, with a continuum of recoil energies and empty intermediate states, are not covered by it.

\section*{Table of computed values}
\begin{verbatim}
inputs: rs=2.19 bohr, zeta=5.0 1/bohr, delta=0.3 Ha, d=0.2 Ha, T=3.0 1/Ha
1 Ha = 27.2114 eV; kF = 0.8763 1/bohr
omega_p = 0.5344 Ha = 14.54 eV; v_ii,ii = 3.1250 Ha
a = 0.4328; Z = exp(-a) = 0.6487
Delta = 0.2909 Ha = 7.91 eV
omega_0 = 0.6721 Ha = 18.29 eV; g^2 = 0.1955 Ha^2; g = 0.4422 Ha
zeta=0.5 1/bohr: a = 0.23674, v_ii,ii/(2 omega_p) = 0.29237
zeta=0.05 1/bohr: a = 0.02916, v_ii,ii/(2 omega_p) = 0.02924
zeta=0.005 1/bohr: a = 0.00292, v_ii,ii/(2 omega_p) = 0.00292
dispersive C(T), q<8 1/bohr: -0.54418+0.50880j
single-mode C(T) = -0.61927+0.48211j
cumulant peak n=0: 7.91 eV, weight 0.6487
cumulant peak n=1: -10.37 eV, weight 0.2807
cumulant peak n=2: -28.66 eV, weight 0.0607
cumulant peak n=3: -46.95 eV, weight 0.0088
G0W0 pole: 5.97 eV, weight 0.8026
G0W0 pole: -24.26 eV, weight 0.1974
G0W0 separation = 30.23 eV, ratio to omega_0 = 1.6526
matrix equation, coupling g*[[1,.5],[.5,.8]]: max|lhs|=0.2152 Ha, residual 1e-10 Ha
GG / (dG/dphi) at s=T/2: 1.1687-0.4155j, modulus 1.2404
sqrt(N)*N*C3 = 0.13424+0.08465j; exact at N=1e6: 0.13426+0.08484j
d=0: |excess| N=1e3 2.132e-04, N=1e4 2.132e-05
static quadratic response (N=1) = 0.51930 Ha
N=1: exact Z = 0.8026 (d=0), 0.8511 (d=0.2 Ha)
N=4: exact Z = 0.7093 (d=0), 0.7607 (d=0.2 Ha)
N=16: exact Z = 0.6666 (d=0), 0.7016 (d=0.2 Ha)
N=256: exact Z = 0.6499 (d=0), 0.6601 (d=0.2 Ha)
step (D): error ratio on halving g = 16.00; error at full g = 0.0650
delta=0.0 Ha: Z exact 0.6487, (D) 0.6487, (B) 1
delta=0.0 Ha: shift exact 7.91 eV, (D) 7.91 eV, (B) 0
delta=0.3 Ha: Z exact 0.7631, (D) 0.8131, (B) 1
delta=0.3 Ha: shift exact 5.97 eV, (D) 5.47 eV, (B) 0
\end{verbatim}
